# Orbital Angular Momentum Identity and the Radial Splitting of Kinetic Energy: a program that tests the result

```python
"""
Results under test (hbar = 1):
    L^2 = r^2 p^2 - (r.p)^2 + i r.p
    p^2 = p_r^2 + L^2/r^2 for r > 0, with p_r = -i(d/dr + 1/r)
r: position, p = -i grad: momentum, L = r x p: angular momentum,
p_r = (rhat.p + p.rhat)/2: symmetric radial momentum.

Operators act on A(x,y,z,r) exp(i K.r), with the plane wave factored out.
Agreement for A = 1 and every K proves equality of differential operators.
Setting K = 0 gives their action on an ordinary function A.
The example is a unit mass in the potential -1/r, in atomic units.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

x, y, z = X = sp.symbols("x y z", real=True)
K = sp.symbols("k_x k_y k_z", real=True)
r = sp.symbols("r", positive=True)
I = sp.I
ONE = sp.Integer(1)
r_squared = x**2 + y**2 + z**2
zero_wave = {k: 0 for k in K}


def derivative(A, j):
    """Cartesian derivative, including the dependence of r on position."""
    return sp.diff(A, X[j]) + X[j] / r * sp.diff(A, r)


def momentum(A, j):
    return sp.expand(-I * derivative(A, j) + K[j] * A)


def p_squared(A):
    return sum(momentum(momentum(A, j), j) for j in range(3))


def r_dot_p(A):
    return sum(X[j] * momentum(A, j) for j in range(3))


def angular(A, i):
    return sum(sp.LeviCivita(i, j, k) * X[j] * momentum(A, k)
               for j in range(3) for k in range(3))


def L_squared(A):
    return sum(angular(angular(A, i), i) for i in range(3))


def radial_momentum(A):
    return sum(X[j] / r * momentum(A, j) + momentum(X[j] * A / r, j)
               for j in range(3)) / 2


def p_r_squared(A):
    return radial_momentum(radial_momentum(A))


def contraction_A(A):
    return sum(X[j] * momentum(X[j] * momentum(A, k), k)
               for j in range(3) for k in range(3))


def contraction_B(A):
    return sum(X[j] * momentum(X[k] * momentum(A, j), k)
               for j in range(3) for k in range(3))


def vanishes(expression):
    numerator = sp.numer(sp.together(sp.expand(expression)))
    return sp.expand(numerator.subs(r, sp.sqrt(r_squared))) == 0


# Epsilon contraction, by explicit enumeration
for j in range(3):
    for k in range(3):
        for l in range(3):
            for m in range(3):
                total = sum(sp.LeviCivita(i, j, k) * sp.LeviCivita(i, l, m)
                            for i in range(3))
                assert total == int(j == l and k == m) - int(j == m and k == l)

# Index reductions and the angular momentum identity
D = r_dot_p(ONE)
DD = r_dot_p(D)
P2 = p_squared(ONE)
L2 = L_squared(ONE)
ordered = sum(X[j] * X[k] * momentum(momentum(ONE, k), j)
              for j in range(3) for k in range(3))
p_dot_r = sum(momentum(X[j], j) for j in range(3))
assert vanishes(p_dot_r - D + 3 * I)
assert vanishes(contraction_A(ONE) - r_squared * P2 + I * D)
assert vanishes(contraction_B(ONE) - ordered + 3 * I * D)
assert vanishes(DD - ordered + I * D)
assert vanishes(contraction_B(ONE) - DD + 2 * I * D)
assert vanishes(L2 - contraction_A(ONE) + contraction_B(ONE))
assert vanishes(L2 - (r_squared * P2 - DD + I * D))
assert not vanishes(L2 - (r_squared * P2 - DD))

# Radial momentum and the splitting of p^2
rhat_dot_p = sum(X[j] / r * momentum(ONE, j) for j in range(3))
p_dot_rhat = sum(momentum(X[j] / r, j) for j in range(3))
assert vanishes(p_dot_rhat - rhat_dot_p + 2 * I / r)
assert vanishes(radial_momentum(ONE) - (D - I) / r)
assert vanishes(r_dot_p(1 / r) - D / r - I / r)
assert vanishes(p_r_squared(ONE) - (DD - I * D) / r**2)
assert vanishes(L_squared(r) - r * L2)
assert vanishes(P2 - p_r_squared(ONE) - L2 / r**2)

# Cartesian operators against differentiation along a ray
theta, phi = sp.symbols("theta phi", real=True)
ray = {x: r * sp.sin(theta) * sp.cos(phi),
       y: r * sp.sin(theta) * sp.sin(phi), z: r * sp.cos(theta)}
sample = (x + y * z**2) * sp.exp(x - 2 * y * z)
sample_ray = sample.subs(ray)
point = {r: 1.3, theta: 0.7, phi: 0.4}


def radial_form(f):
    return -I * (sp.diff(f, r) + f / r)


for cartesian, spherical in (
        (r_dot_p(sample), -I * r * sp.diff(sample_ray, r)),
        (radial_momentum(sample), radial_form(sample_ray))):
    difference = cartesian.subs(zero_wave).subs(ray) - spherical
    assert abs(complex(sp.N(difference.subs(point)))) < 1e-11

F = sp.Function("F")(r)
twice = radial_form(radial_form(F))
assert sp.simplify(twice + sp.diff(r * F, r, 2) / r) == 0
assert sp.simplify(twice + sp.diff(F, r, 2) + 2 * sp.diff(F, r) / r) == 0


# Symmetry, boundary behaviour and the origin
def integral(f):
    return sp.integrate(sp.expand(f), (r, 0, sp.oo))


def inner(f, g):
    return integral(sp.conjugate(f) * g * r**2)


f = (1 + I * r) * sp.exp(-r)
g = sp.exp(-2 * r)
defect_symmetric = sp.simplify(
    inner(f, radial_form(g)) - inner(radial_form(f), g))
defect_plain = sp.simplify(
    inner(f, -I * sp.diff(g, r)) - inner(-I * sp.diff(f, r), g))
assert defect_symmetric == 0
assert defect_plain != 0
assert sp.simplify(defect_plain
                   - 2 * I * integral(r * sp.conjugate(f) * g)) == 0
singular = sp.exp(-r) / r
boundary_defect = sp.simplify(inner(singular, radial_form(singular))
                              - inner(radial_form(singular), singular))
assert boundary_defect == I
assert sp.simplify(inner(radial_form(f), singular)
                   - I * inner(f, singular)) == 0
growing = sp.exp(r) / r
assert sp.simplify(radial_form(growing) + I * growing) == 0
assert sp.limit(r**2 * growing**2, r, sp.oo) == sp.oo
assert sp.simplify(radial_form(radial_form(1 / r))) == 0
gaussian_p2 = p_squared(sp.exp(-r**2)).subs(zero_wave)
gaussian_p2 = gaussian_p2.subs({x: 0, y: 0, z: r})
delta_weight = sp.simplify(integral(4 * sp.pi * r * gaussian_p2))
assert delta_weight == 4 * sp.pi

# Example: n = 3, l = 1, m = 0 in the potential -1/r
n, ell = 3, 1
psi = z * (6 - r) * sp.exp(-r / 3)
energy = -sp.Rational(1, 2 * n**2)
residual = (p_squared(psi).subs(zero_wave) / 2 - psi / r - energy * psi)
assert vanishes(residual * sp.exp(r / 3))

# Product quadrature; the radial weight matches the density exp(-2r/3)
s, weight_s = np.polynomial.laguerre.laggauss(20)
c, weight_c = np.polynomial.legendre.leggauss(8)
angle = 2 * np.pi * np.arange(8) / 8
S, C, PHI = np.meshgrid(s, c, angle, indexing="ij")
RAD = 1.5 * S
SINE = np.sqrt(1 - C**2)
grid = (RAD * SINE * np.cos(PHI), RAD * SINE * np.sin(PHI), RAD * C, RAD)
weights = ((weight_s * np.exp(s))[:, None, None]
           * weight_c[None, :, None] * RAD**2)


def volume_integral(operator):
    expression = (psi * operator(psi)).subs(zero_wave)
    function = sp.lambdify((x, y, z, r), expression, "numpy")
    return np.sum(weights * function(*grid))


norm = volume_integral(lambda A: A)


def expectation(operator):
    value = complex(volume_integral(operator) / norm)
    assert abs(value.imag) < 1e-9
    return value.real


term_r2p2 = expectation(lambda A: r_squared * p_squared(A))
term_square = expectation(lambda A: r_dot_p(r_dot_p(A)))
term_linear = expectation(lambda A: I * r_dot_p(A))
value_A = expectation(contraction_A)
value_B = expectation(contraction_B)
value_L2 = expectation(L_squared)
value_p2 = expectation(p_squared)
value_pr2 = expectation(p_r_squared)
value_cent = expectation(lambda A: L_squared(A) / r**2)

# Exact one-dimensional integrals of the radial function
R = r * (6 - r) * sp.exp(-r / 3)
u = r * R
radial_norm = integral(u**2)
exact_pr2 = float(integral(sp.diff(u, r)**2) / radial_norm)
inverse_r2 = float(integral(R**2) / radial_norm)
plain_second = float(integral(-r**2 * R * sp.diff(R, r, 2)) / radial_norm)

tolerance = 1e-8  # rounding in products of large and small quadrature factors
assert abs(value_L2 - ell * (ell + 1)) < tolerance
assert abs(term_r2p2 - term_square + term_linear - value_L2) < tolerance
assert abs(value_A - value_B - value_L2) < tolerance
assert abs(value_pr2 - exact_pr2) < tolerance
assert abs(value_cent - ell * (ell + 1) * inverse_r2) < tolerance
assert abs(value_p2 - exact_pr2 - value_cent) < tolerance
assert abs(value_p2 / 2 + float(energy)) < tolerance
assert abs(plain_second - (exact_pr2 - inverse_r2)) < tolerance

hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Model: unit mass in potential -1/r, atomic units")
print(f"Quantum numbers: n = {n}, l = {ell}, m = 0")
print(f"Energy eigenvalue = {float(energy):.6f} hartree")
print("Expectation values in units of hbar^2:")
print(f"  A = r_j p_k r_j p_k: {value_A:.6f}")
print(f"  B = r_j p_k r_k p_j: {value_B:.6f}")
print(f"  r^2 p^2: {term_r2p2:.6f}")
print(f"  (r.p)^2: {term_square:.6f}")
print(f"  i r.p (with factor hbar): {term_linear:.6f}")
print(f"  L^2 from the cross product: {value_L2:.6f}")
print(f"  sum r^2p^2-(r.p)^2+i r.p: "
      f"{term_r2p2 - term_square + term_linear:.6f}")
print("Expectation values in atomic units (1/bohr^2, hbar = 1):")
print(f"  p^2: {value_p2:.6f}")
print(f"  p_r^2: {value_pr2:.6f}")
print(f"  L^2/r^2: {value_cent:.6f}")
print(f"  1/r^2: {inverse_r2:.6f}")
print(f"  -d^2/dr^2 without the 1/r term: {plain_second:.6f}")
print("Kinetic energies:")
for label, value in (("total", value_p2 / 2), ("radial", value_pr2 / 2),
                     ("centrifugal", value_cent / 2)):
    print(f"  {label}: {value:.6f} hartree = {value * hartree_ev:.4f} eV")
print(f"Radial share of kinetic energy: {100 * value_pr2 / value_p2:.2f} %")
print(f"Centrifugal share: {100 * value_cent / value_p2:.2f} %")
print("Symmetry test: f = (1 + i r)exp(-r), g = exp(-2r)")
print(f"  defect for p_r: {defect_symmetric} (atomic units)")
print(f"  defect for -i d/dr: {defect_plain} (atomic units)")
print(f"Boundary defect for f = g = exp(-r)/r: {boundary_defect} "
      "(atomic units)")
print(f"Delta weight of p^2(1/r): {float(delta_weight):.6f} (dimensionless)")
print("checks complete")
```

Running it gives:

```
Model: unit mass in potential -1/r, atomic units
Quantum numbers: n = 3, l = 1, m = 0
Energy eigenvalue = -0.055556 hartree
Expectation values in units of hbar^2:
  A = r_j p_k r_j p_k: 6.500000
  B = r_j p_k r_k p_j: 4.500000
  r^2 p^2: 5.000000
  (r.p)^2: 1.500000
  i r.p (with factor hbar): -1.500000
  L^2 from the cross product: 2.000000
  sum r^2p^2-(r.p)^2+i r.p: 2.000000
Expectation values in atomic units (1/bohr^2, hbar = 1):
  p^2: 0.111111
  p_r^2: 0.061728
  L^2/r^2: 0.049383
  1/r^2: 0.024691
  -d^2/dr^2 without the 1/r term: 0.037037
Kinetic energies:
  total: 0.055556 hartree = 1.5117 eV
  radial: 0.030864 hartree = 0.8399 eV
  centrifugal: 0.024691 hartree = 0.6719 eV
Radial share of kinetic energy: 55.56 %
Centrifugal share: 44.44 %
Symmetry test: f = (1 + i r)exp(-r), g = exp(-2r)
  defect for p_r: 0 (atomic units)
  defect for -i d/dr: 4/27 + 2*I/9 (atomic units)
Boundary defect for f = g = exp(-r)/r: I (atomic units)
Delta weight of p^2(1/r): 12.566371 (dimensionless)
checks complete
```
